# Why lower pressure favours dimers in an equilibrium arsenic cracker

**Q:** An arsenic cracker in molecular-beam epitaxy heats As\(_4\) vapour so that it splits into As\(_2\). Heat breaks the bonds. Why should pressure have any say?

**A:** Because the splitting can be undone. Two dimers can recombine, and they need to come together to do so, in the gas or on a hot wall. At equilibrium the reaction

\[
\mathrm{As_4}\rightleftharpoons 2\,\mathrm{As_2}
\]

runs equally fast both ways. Thinning the gas hinders the step that needs two molecules more than the step that needs one.

To make this quantitative I assume a uniform temperature \(T\), an ideal gas containing these two molecules alone, and full equilibrium between them. Each assumption can be questioned later.

**Q:** Then define "dissociated fraction". A gas that is half dimers by number is not half dissociated.

**A:** Agreed. Imagine all the arsenic gathered into \(M\) tetramers, and let a fraction \(\alpha\) of them split. There remain \(M(1-\alpha)\) tetramers, and there are \(2M\alpha\) dimers. The total is

\[
M(1-\alpha)+2M\alpha=M(1+\alpha).
\]

In an ideal gas each partial pressure is the total pressure \(P\) times the number fraction:

\[
p_4=\frac{1-\alpha}{1+\alpha}P,\qquad
p_2=\frac{2\alpha}{1+\alpha}P .
\]

Here \(P\) is the arsenic pressure after dissociation. Since a dimer holds two atoms and a tetramer four, \(\alpha\) is also the share of arsenic atoms bound in dimers.

**Q:** What fixes \(\alpha\)? Please don't simply quote the law of mass action.

**A:** At fixed \(T\) and \(P\), equilibrium minimises the Gibbs energy \(G=n_4\mu_4+n_2\mu_2\), where \(n_i\) are molecule numbers and \(\mu_i\) chemical potentials per molecule. At fixed \(T\) and \(P\), \(dG=\mu_4\,dn_4+\mu_2\,dn_2\). Raising \(\alpha\) by \(d\alpha\) gives \(dn_4=-M\,d\alpha\) and \(dn_2=2M\,d\alpha\), so

\[
\frac{dG}{d\alpha}=M(2\mu_2-\mu_4).
\]

For an ideal gas at fixed temperature, \(d\mu=(kT/p)\,dp\), because the volume per molecule is \(kT/p\). In an ideal mixture each species behaves as if it were alone at its partial pressure. Integrating from a standard pressure \(P^\circ\) gives

\[
\mu_i=\mu_i^\circ(T)+kT\ln\frac{p_i}{P^\circ}.
\]

With \(\Delta G^\circ=2\mu_2^\circ-\mu_4^\circ\), the slope becomes

\[
\frac{1}{M}\frac{dG}{d\alpha}
=\Delta G^\circ+kT\ln\frac{p_2^2}{p_4P^\circ}.
\]

Setting it to zero yields

\[
\frac{p_2^2}{p_4}=K(T),\qquad
K=P^\circ e^{-\Delta G^\circ/kT}.
\]

This \(K\) has the unit of pressure, because two molecules replace one.

**Q:** A zero slope could be a maximum, or one of several solutions.

**A:** Insert the partial pressures:

\[
\frac{p_2^2}{p_4}
=\frac{4\alpha^2P^2}{(1+\alpha)^2}\,
\frac{1+\alpha}{(1-\alpha)P}
=\frac{4\alpha^2P}{1-\alpha^2}.
\]

As \(\alpha\) goes from 0 to 1, this rises steadily from zero to infinity. The slope of \(G\) therefore rises from \(-\infty\) to \(+\infty\) and crosses zero once, at a minimum. At that point

\[
K(1-\alpha^2)=4P\alpha^2
\quad\Longrightarrow\quad
K=\alpha^2(K+4P),
\]

and, since a fraction cannot be negative,

\[
\boxed{\alpha=\sqrt{\frac{K}{K+4P}}}.
\]

The factor 4 is the square of the 2 in \(2\alpha\): each tetramer makes two dimers, and the dimer pressure enters squared.

**Q:** The logarithm in \(\mu_i\) does all the work. Can you reach the result by counting states?

**A:** Yes. Let \(j\) of the \(M\) tetramers be split, and let \(z_iV\) be the partition function of one molecule of species \(i\) in volume \(V\). Identical molecules bring factorials, so the weight at fixed volume is

\[
\frac{(z_4V)^{M-j}(z_2V)^{2j}}{(M-j)!\,(2j)!}.
\]

At constant pressure we multiply by \(e^{-PV/kT}\) and integrate over \(V\). The power \(V^{M+j}\) gives \((M+j)!\,(kT/P)^{M+j+1}\). Dropping factors independent of \(j\),

\[
w_j\propto\frac{(M+j)!}{(M-j)!\,(2j)!}
\left(\frac{K}{P}\right)^j,\qquad
K=kT\frac{z_2^2}{z_4}.
\]

This is the same \(K\): an ideal gas has \(\mu_i=kT\ln[p_i/(kTz_i)]\), and \(2\mu_2=\mu_4\) then gives \(p_2^2/p_4=kTz_2^2/z_4\). The weight peaks where neighbouring terms are equal:

\[
1=\frac{w_{j+1}}{w_j}
=\frac{(M+j+1)(M-j)}{(2j+1)(2j+2)}\frac KP
\;\longrightarrow\;
\frac{1-\alpha^2}{4\alpha^2}\frac KP ,
\]

for large \(M\) with \(j=\alpha M\). This is the earlier condition. The mean of \(j/M\) over these weights with \(M=20\,000\), taken at four temperatures from 900 to 1200 K and four pressures from 0.01 to 10 Torr with the parameters given below, differs from the formula by at most \(6.0\times10^{-6}\) in \(\alpha\). Direct numerical minimisation of \(G\) over the same cases differs by at most \(2.2\times10^{-8}\).

**Q:** Now show me the pressure trend, not just a formula with \(P\) in the denominator.

**A:** Hold \(T\), and hence \(K\), fixed. From \(\ln\alpha=\tfrac12\ln K-\tfrac12\ln(K+4P)\),

\[
\frac{d\ln\alpha}{d\ln P}
=-\frac12\,\frac{4P}{K+4P}
=-\frac{1-\alpha^2}{2}<0 ,
\]

where the last step uses \(1-\alpha^2=4P/(K+4P)\). Lower pressure raises the dissociated fraction. There are two limits:

\[
1-\alpha\simeq\frac{2P}{K}\quad(P\ll K),\qquad
\alpha\simeq\frac12\sqrt{\frac KP}\quad(P\gg K).
\]

The first follows from expanding \((1+4P/K)^{-1/2}\), the second from dropping \(K\) beside \(4P\). Half dissociation needs \(K/(K+4P)=1/4\), or \(P=3K/4\). So \(K\) sets the pressure scale that separates a mostly dimer gas from a mostly tetramer gas.

**Q:** Then I should pump the pressure down and collect more dimers.

**A:** At fixed temperature and through the same opening, you would collect a purer supply, but a smaller one. From \(p_2=2\alpha P/(1+\alpha)\),

\[
\frac{d\ln p_2}{d\ln P}
=1+\frac{d\ln\alpha}{d\ln P}\left(1-\frac{\alpha}{1+\alpha}\right)
=1-\frac{1-\alpha^2}{2(1+\alpha)}
=\frac{1+\alpha}{2}>0 .
\]

The dimer pressure falls when \(P\) falls. It is proportional to \(P\) when nearly everything is split and to \(\sqrt P\) when little is. Through a given opening, lower pressure therefore gives a larger dimer share but a smaller dimer flow. Widening the opening at a fixed feed is different: the pressure falls while the same arsenic passes through, so if equilibrium holds, more of it leaves as dimers.

**Q:** What if I seal tetramers in a bulb and know their initial pressure instead?

**A:** Call it \(P_i\), meaning the pressure before splitting at the same temperature and volume. The molecule number grows by \(1+\alpha\), so \(P=P_i(1+\alpha)\), and

\[
K=\frac{4\alpha^2P_i(1+\alpha)}{(1-\alpha)(1+\alpha)}
=\frac{4\alpha^2P_i}{1-\alpha}.
\]

The quadratic \(4P_i\alpha^2+K\alpha-K=0\) has the positive root

\[
\alpha=\frac{-K+\sqrt{K^2+16KP_i}}{8P_i}.
\]

The trend is the same, since \(\alpha^2/(1-\alpha)=K/(4P_i)\) grows with \(\alpha\). The formula is different, so the meaning of "pressure" must be settled before numbers go in.

**Q:** Let us have numbers, then.

**A:** Write \(\Delta G^\circ=\Delta H-T\Delta S\), and take rough values for arsenic: \(\Delta H=2.3\) eV and \(\Delta S=1.5\) meV/K per tetramer, with \(P^\circ=1\) bar. Both are held constant with temperature. At \(T=1100\) K (827 °C),

\[
K=(1\ \mathrm{bar})\exp\!\left[
-\frac{2.3\ \mathrm{eV}}{k(1100\ \mathrm K)}
+\frac{1.5\ \mathrm{meV/K}}{k}\right]
=0.789\ \mathrm{Torr}.
\]

For a total pressure of 0.10 Torr (13.3 Pa),

\[
\alpha=\sqrt{\frac{0.789}{0.789+0.400}}=0.815,
\qquad
p_2=\frac{2(0.815)(0.10)}{1.815}=0.0898\ \mathrm{Torr}.
\]

The tetramers keep 0.0102 Torr. At fixed 1100 K the pressure dependence is:

| \(P\) (Torr) | \(\alpha\) | \(p_2\) (Torr) |
|---:|---:|---:|
| 0.01 | 0.976 | 0.0099 |
| 0.10 | 0.815 | 0.0898 |
| 1.00 | 0.406 | 0.577 |
| 10.0 | 0.139 | 2.44 |

Half dissociation falls at 0.592 Torr. Going from 0.10 to 0.01 Torr raises \(\alpha\) from 0.815 to 0.976, but cuts the dimer pressure about ninefold.

**Q:** Is pressure the stronger control, or temperature?

**A:** Over these ranges temperature is very effective, because \(K\) depends on it exponentially. At fixed 0.10 Torr:

| \(T\) (K) | \(K\) (Torr) | \(\alpha\) |
|---:|---:|---:|
| 900 | 0.0036 | 0.094 |
| 1000 | 0.070 | 0.385 |
| 1100 | 0.789 | 0.815 |
| 1200 | 5.96 | 0.968 |

Splitting absorbs energy, \(\Delta H>0\), so heating raises \(K\). That steepness also makes the numbers sensitive. At 0.10 Torr, a temperature error of \(-10\) or \(+10\) K moves \(\alpha\) from 0.815 to 0.782 or 0.843. Lowering or raising \(\Delta H\) by 0.1 eV, with \(\Delta S\) fixed, gives 0.922 or 0.638. Only \(\Delta H-T\Delta S\) enters, so at 1100 K an error of about 0.09 meV/K in \(\Delta S\) does as much. These are trial shifts, not error bounds on the rough inputs: some older thermochemical tables imply \(\Delta H\) near 3 eV, which would bring \(\alpha\) in this example down to a few per cent. Even the first decimal of \(\alpha\) is therefore uncertain for a real cell; the further digits serve only to compare results within the model.

**Q:** The wafer sees the beam, not the gas in the cracker. Is the beam also 81.5 % dimer arsenic?

**A:** Not if molecules leave without colliding near the opening. The one-way flux of a species of mass \(m\) and number density \(n=p/kT\) is

\[
J=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mkT}} .
\]

Dimers have half the mass, so at equal pressure they leave \(\sqrt2\) times faster. The atoms carried out by dimers and by tetramers stand in the ratio

\[
2\sqrt2\,p_2:4p_4
=4\sqrt2\,\alpha:4(1-\alpha)
=\sqrt2\,\alpha:(1-\alpha).
\]

The dimer share of the emitted atoms is therefore

\[
\beta=\frac{\sqrt2\,\alpha}{1+(\sqrt2-1)\alpha}.
\]

For \(0<\alpha<1\) the denominator is below \(\sqrt2\), so \(\beta>\alpha\). In the example \(\beta\approx0.86\). In steady flow with a pure tetramer feed, \(\beta\) is also the fraction of the feed converted, because atoms do not pile up. The beam is richer in dimers than the gas because they escape more readily; at full equilibrium the gas itself keeps the composition set by \(K\) and \(P\).

**Q:** Do molecules really leave without colliding at 0.10 Torr?

**A:** Not cleanly. For hard spheres of rough diameter \(d=0.6\) nm, the mean free path \(kT/(\sqrt2\,\pi d^2P)\) is 0.71 mm. Through a 3.0 mm opening the ratio of path to diameter is 0.24, whereas collision-free effusion needs a ratio well above one. In the opposite limit, a viscous stream that carries both species at one speed, the beam keeps the gas composition, \(\alpha=0.815\), provided the molecules do not react further as the stream expands and cools. Recombination on the way out would lower the dimer share. The example lies between the two regimes, and I have not solved the intermediate flow.

**Q:** Does such a cell resemble one that could grow a crystal?

**A:** In arsenic flux, yes. Effusion through a thin opening of area \(A_o\) follows a cosine law, and \(\cos\theta\) integrated over the forward hemisphere gives \(\pi\). A facing wafer at distance \(L\) on the axis therefore receives the atom flux

\[
\Phi=\frac{A_o}{\pi L^2}\,(2J_2+4J_4).
\]

With \(L=20\) cm this is about \(1.0\times10^{15}\) atoms cm\(^{-2}\) s\(^{-1}\), subject to the same collision-free approximation. An ideal choked viscous stream at the same cell pressure would carry about 1.7 times the total flow, with a different angular spread, so only the order of magnitude is secure. One arsenic layer of GaAs(001) holds about \(6.3\times10^{14}\) atoms cm\(^{-2}\), so growth at one layer per second calls for an arsenic supply of this order. Equilibrium remains open to doubt in a real cell: a molecule may leave before it has reacted.

**Q:** That was my main objection. How much could it matter?

**A:** Suppose the reaction happens on hot walls of area \(A_w\), and a tetramer striking them splits with probability \(\gamma\). The reverse rate must cancel this when \(p_2^2/p_4=K\), so I take the net splitting rate to be

\[
\frac{\gamma A_w}{\sqrt{2\pi m_4kT}}
\left(p_4-\frac{p_2^2}{K}\right).
\]

I also assume a pure tetramer feed, a uniform gas composition in the cell and collision-free outflow, which at 0.10 Torr is only an approximation. Each event makes two dimers, and in steady state they leave at the rate \(A_op_2/\sqrt{2\pi m_2kT}\). Equating production to outflow, with \(m_4=2m_2\) and \(R=A_w/A_o\),

\[
\sqrt2\,p_2=2\gamma R\left(p_4-\frac{p_2^2}{K}\right).
\]

For large \(\gamma R\) the bracket must vanish, which restores equilibrium. With 30 cm\(^2\) of hot wall, \(R=424\). Keeping 1100 K and 0.10 Torr inside the cell:

| \(\gamma\) | \(\alpha\) |
|---:|---:|
| 0.001 | 0.226 |
| 0.01 | 0.652 |
| 0.1 | 0.795 |
| 1 | 0.813 |

The equilibrium value is 0.815. I do not know \(\gamma\) for a given wall, so these are cases, not predictions.

**Q:** Could I still reach pure dimers by lowering the pressure?

**A:** Not in this wall model. As \(P\to0\) at fixed \(\gamma\) and \(R\), recombination disappears and \(p_2/p_4\to\sqrt2\,\gamma R\). Since \(\alpha=p_2/(p_2+2p_4)\),

\[
\alpha\to\frac{\gamma R}{\gamma R+\sqrt2}.
\]

For \(\gamma=0.001\) this ceiling is \(0.424/(0.424+1.414)=0.23\), and the cell at 0.10 Torr is already close to it. Reducing the feed further then costs flux and gains almost nothing. The ceiling matters only when \(\gamma R\) is not large: it is 0.97 for \(\gamma=0.1\) and 0.997 for \(\gamma=1\). Widening the opening instead lowers \(R\), and with it the ceiling. More wall collisions or a more reactive surface would help. The equilibrium formula says what can be reached when reaction is fast compared with escape.

**Q:** And the other things you left out? Dimers can split too.

**A:** They can, but their bond is strong. With a rough 4.0 eV for As\(_2\) → 2 As and ideal-gas entropies, free atoms supply about \(5\times10^{-5}\) of the total pressure in the example. The excluded volume of the same hard spheres corrects the ideal-gas law by a relative \(4\times10^{-7}\); attraction between molecules is not included in that figure.

The constant \(\Delta H\) and \(\Delta S\) hide a heat-capacity change. With classical vibrations, two dimers have \(9k\) at constant pressure and one tetramer has \(10k\), a difference of \(-k\). Anchored at 1100 K, this lowers \(K\) at 900 K by about 2 %. Because \(\alpha\propto\sqrt K\) when \(\alpha\) is small, \(\alpha\) there falls by about 1 %.

Trimers, and the drop of pressure and temperature along a real cracker, are not sized here. Among the effects that are, slow wall reaction and the uncertainty in \(\Delta H\) and \(\Delta S\) move the answer most. The numerical check contains the input values, and its output gives the main numbers quoted.

## Values computed for the example and the checks

```
reaction enthalpy, rough input: 2.3 eV
reaction entropy, rough input: 1.5 meV/K
reaction entropy, molecular estimate: 1.48 meV/K
example temperature: 1100 K = 827 C
example total pressure: 0.10 Torr = 13.3 Pa
K at example temperature: 0.789 Torr
dissociated fraction alpha: 0.815
dimer pressure: 0.0898 Torr
tetramer pressure: 0.0102 Torr
check p2^2/p4: 0.789 Torr
beam atom share in dimers, free-molecular: 0.861
pressure for alpha = 1/2: 0.592 Torr
pressure sweep at example temperature:
  P 0.01 Torr: alpha 0.976, p2 0.0099 Torr
  P 0.10 Torr: alpha 0.815, p2 0.0898 Torr
  P 1.00 Torr: alpha 0.406, p2 0.5774 Torr
  P 10.00 Torr: alpha 0.139, p2 2.4419 Torr
temperature sweep at example pressure:
  T 900 K: K 0.00359 Torr, alpha 0.094
  T 1000 K: K 0.0697 Torr, alpha 0.385
  T 1100 K: K 0.789 Torr, alpha 0.815
  T 1200 K: K 5.96 Torr, alpha 0.968
largest Gibbs-minimum difference in alpha: 2.2e-08
largest 20000-unit ensemble difference: 6.0e-06
opening diameter: 3.0 mm
opening-to-wafer distance: 20 cm
arsenic atom flux at wafer, free-molecular: 1.01e+15 /cm2/s
mean free path, rough: 0.71 mm
mean free path / opening diameter: 0.24
free-atom enthalpy, rough input: 4.0 eV
free-atom pressure / total pressure: 5.4e-05
excluded-volume correction: 4.0e-07
reaction heat capacity / k: -1.00
K change at 900 K from heat capacity: -2.1 %
alpha with temperature error -10 K: 0.782
alpha with temperature error +10 K: 0.843
alpha with enthalpy error -0.1 eV: 0.922
alpha with enthalpy error +0.1 eV: 0.638
hot wall area: 30 cm2
wall area / opening area: 424
alpha at wall reaction probability 0.001: 0.226
alpha at wall reaction probability 0.01: 0.652
alpha at wall reaction probability 0.1: 0.795
alpha at wall reaction probability 1: 0.813
```
